**Group velocity and its limit in the Kane dispersion**

For E(1 + αE) = ħ²k²/(2m), with band-edge mass m > 0 and nonparabolicity α > 0, the group velocity v rises strictly with wave number k and tends to v∞ = 1/√(2mα) without reaching it. The program solves the implicit dispersion numerically, differentiates it by finite differences, and asserts agreement with the derived velocity, curvature, energy form and large-k law. It also diagonalizes a two-band matrix and a ring of alternating s and p orbitals, counts states in a box to check the Fermi wave number, and integrates the band curvature over the Fermi sea to check the transport mass. For m = 0.20 free-electron masses and α = 0.40 eV⁻¹, the output gives v∞ = 1.05 × 10⁸ cm/s and a Fermi velocity of 0.62 v∞ at 10²⁰ electrons per cm³. The s–p chain peaks at 0.745 v∞, whereas a free-electron term at fixed edge mass and gap carries the velocity past v∞. The limit is therefore a bound for the Kane model and a velocity scale for a real band. The remaining lines size the effects of temperature, disorder, mass anisotropy and interband tunnelling.

## Check in Python

```python
# Result under test: for E(1 + alpha E) = hbar^2 k^2/(2m), m > 0, alpha > 0,
# the group velocity v = (dE/dk)/hbar rises strictly with k and tends to
# v_inf = 1/sqrt(2 m alpha), which it never reaches.
# E: energy above the band edge (eV); k: wave number (1/nm);
# m: band-edge mass (units of the free-electron mass); alpha: 1/eV.
# gamma = hbar^2 k^2/(2m). Velocities are in cm/s, slopes dE/dk in eV nm.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, simpson
from scipy.optimize import brentq, minimize_scalar

HBAR = const.hbar / const.e                                # eV s
H0 = const.hbar**2 / (2 * const.m_e * const.e) * 1e18      # eV nm^2
TO_CMS = 1e-7 / HBAR                                       # eV nm -> cm/s
mass, alpha = 0.2, 0.4
gap = 1 / alpha
spacing = 0.33          # nm
mobility = 30.0         # cm^2/(V s)
field = 0.1             # MV/cm
temperature = 300.0     # K
v_inf = 100 / np.sqrt(2 * mass * const.m_e * alpha / const.e)


def gamma(k, m=mass):
    return H0 * k**2 / m


def energy_root(k, m=mass, a=alpha):
    """Solve the implicit dispersion on the branch joined to the edge."""
    g = gamma(k, m)
    top = g + 1 if a >= 0 else 1 / (2 * abs(a))
    return brentq(lambda e: e * (1 + a * e) - g, 0, top,
                  xtol=1e-15, rtol=1e-15)


def slope(energy, k, h=1e-3):
    return (energy(k + h) - energy(k - h)) / (2 * h)


def velocity_numeric(k):
    return slope(energy_root, k) * TO_CMS


def energy_closed(g):
    return (np.sqrt(1 + 4 * alpha * g) - 1) / (2 * alpha)


def velocity(k):
    return 2 * H0 * k / mass / np.sqrt(1 + 4 * alpha * gamma(k)) * TO_CMS


# Velocity, curvature, monotonic rise and bound, from the implicit law
k_grid = np.geomspace(0.05, 60, 60)
v_grid = np.array([velocity_numeric(k) for k in k_grid])
e_grid = np.array([energy_root(k) for k in k_grid])
assert np.allclose(e_grid, energy_closed(gamma(k_grid)), rtol=1e-10)
assert np.allclose(v_grid, velocity(k_grid), rtol=1e-6)
assert np.all(np.diff(v_grid) > 0) and np.all(v_grid < v_inf)
energy_form = np.sqrt(1 - 1 / (1 + 2 * alpha * e_grid)**2)
assert np.allclose(v_grid / v_inf, energy_form, rtol=1e-6)
for k in (0.3, 1.0, 3.0):
    h = 1e-3
    curvature = (energy_root(k + h) - 2 * energy_root(k)
                 + energy_root(k - h)) / h**2
    formula = 2 * H0 / mass * (1 + 4 * alpha * gamma(k))**-1.5
    assert abs(curvature / formula - 1) < 1e-5
deficit = 1 - v_grid[-1] / v_inf
deficit_law = 1 / (8 * alpha * gamma(k_grid[-1]))
assert abs(deficit / deficit_law - 1) < 2e-3   # next order is about 1e-3

# Conditions on alpha: zero gives linear growth, negative gives divergence
v_parabolic_far = slope(lambda q: energy_root(q, a=0.0), 60.0) * TO_CMS
assert v_parabolic_far > 10 * v_inf
k_end = np.sqrt(mass / (4 * alpha * H0))
k_near = k_end * (1 - 1e-5)
s_neg = slope(lambda q: energy_root(q, a=-alpha), k_near, 1e-7 * k_end)
assert s_neg > 100 * 2 * H0 * k_near / mass

# Two coupled bands, without and with the free-electron kinetic term
coupling = np.sqrt(H0 * gap / mass)                        # eV nm


def two_band(k, p=coupling, free=0.0):
    kinetic = free * H0 * k**2
    return np.linalg.eigvalsh([[kinetic, p * k],
                               [p * k, kinetic - gap]])[-1]


for k in (0.2, 1.5, 8.0):
    assert abs(slope(two_band, k) * TO_CMS / velocity(k) - 1) < 1e-6
assert abs(slope(two_band, 1000.0) * TO_CMS / v_inf - 1) < 1e-5
coupling_free = np.sqrt(H0 * gap * (1 / mass - 1))


def with_free(k):
    return two_band(k, coupling_free, 1.0)


edge_curvature = 2 * with_free(0.01) / 0.01**2
assert abs(edge_curvature / (2 * H0 / mass) - 1) < 1e-4
k_cross = brentq(lambda q: slope(with_free, q) * TO_CMS - v_inf, 0.5, 20)
assert slope(with_free, 2 * k_cross) * TO_CMS > v_inf

# Cation-s / oxygen-p ring in real space against its band formula
hopping = coupling / spacing
cells = 40
ring = np.zeros((2 * cells, 2 * cells))
for j in range(cells):
    s_site, p_site, s_next = 2 * j, 2 * j + 1, (2 * j + 2) % (2 * cells)
    ring[p_site, p_site] = -gap
    ring[s_site, p_site] = ring[p_site, s_site] = hopping
    ring[s_next, p_site] = ring[p_site, s_next] = -hopping


def chain_energy(k):
    return energy_closed(4 * hopping**2 * np.sin(k * spacing / 2)**2 / gap)


k_ring = 2 * np.pi * np.arange(cells) / (cells * spacing)
upper = np.linalg.eigvalsh(ring)[cells:]
assert np.allclose(upper, np.sort(chain_energy(k_ring)), atol=1e-9)
k_zone = np.pi / spacing
peak = minimize_scalar(lambda q: -slope(chain_energy, q),
                       bounds=(0.01, k_zone), method="bounded")
v_peak = -peak.fun * TO_CMS
assert v_peak < v_inf
assert abs(slope(chain_energy, k_zone)) * TO_CMS < 1e-6 * v_inf
assert abs(slope(chain_energy, 0.05) * TO_CMS / velocity(0.05) - 1) < 1e-3

# Fermi wave number checked by counting states in a box of side 100 nm
density = 0.1                                              # 1/nm^3
k_f = (3 * np.pi**2 * density)**(1 / 3)
e_f, v_f = energy_root(k_f), velocity_numeric(k_f)
box = 100.0
index = np.arange(-30, 31)
nx, ny, nz = np.meshgrid(index, index, index)
inside = (nx**2 + ny**2 + nz**2) * (2 * np.pi / box)**2 < k_f**2
assert abs(2 * inside.sum() / box**3 / density - 1) < 0.01

# Transport mass from curvature averaged over the Fermi sea
q_grid = np.linspace(0, k_f, 201)
h = 1e-3
e_plus = np.array([energy_root(q + h) for q in q_grid])
e_zero = np.array([energy_root(q) for q in q_grid])
e_minus = np.array([energy_root(q - h) for q in q_grid])
second = (e_plus - 2 * e_zero + e_minus) / h**2
first = (e_plus - e_minus) / (2 * h)
integrand = (q_grid**2 * second + 2 * q_grid * first) / 3
inverse_mass = 3 / k_f**3 * simpson(integrand, x=q_grid) / (2 * H0)
transport_mass = mass * (1 + 2 * alpha * e_f)
assert abs(inverse_mass * transport_mass - 1) < 1e-5

# Scattering, drift and broadening for the example
tau = mobility * 1e-4 * transport_mass * const.m_e / const.e   # s
free_path = v_f * tau * 1e7                                    # nm
drift = mobility * field * 1e6                                 # cm/s
blur_up = velocity(k_f + 1 / free_path) / v_f - 1
blur_down = velocity(k_f - 1 / free_path) / v_f - 1

# Thermal smearing at fixed density
kt = const.k * temperature / const.e
k_th = np.linspace(0, 6, 6001)
e_th = energy_closed(gamma(k_th))


def occupation(mu):
    return 1 / (1 + np.exp((e_th - mu) / kt))


mu = brentq(lambda u: simpson(k_th**2 * occupation(u), x=k_th)
            / np.pi**2 - density, 0, 1)
weight = k_th**2 * occupation(mu) * (1 - occupation(mu))
v_thermal = (simpson(weight * velocity(k_th), x=k_th)
             / simpson(weight, x=k_th))

# Anisotropy and interband tunnelling (decay constant inside the gap)
v_heavy = slope(lambda q: energy_root(q, m=1.1 * mass), 1000.0) * TO_CMS
action = quad(lambda e: np.sqrt(max(-e * (1 + alpha * e), 0) * mass / H0),
              -gap, 0)[0]
tunnel_exponent = 2 * action / (field * 0.1)       # 1 MV/cm = 0.1 V/nm

print(f"Band-edge mass: {mass:.2f} m0")
print(f"Nonparabolicity alpha: {alpha:.2f} 1/eV")
print(f"Two-band gap 1/alpha: {gap:.2f} eV")
print(f"Limiting velocity: {v_inf:.4e} cm/s")
print(f"Limiting velocity, converted: {v_inf / 100:.4e} m/s")
print(f"Two-band coupling P: {coupling:.4f} eV nm")
print(f"Deficit 1-v/v_inf at k = {k_grid[-1]:.0f} 1/nm: {deficit:.3e}"
      f"; asymptotic law: {deficit_law:.3e}")
for fraction in (0.5, 0.9, 0.99):
    e_need = (1 / np.sqrt(1 - fraction**2) - 1) / (2 * alpha)
    k_need = np.sqrt(mass * e_need * (1 + alpha * e_need) / H0)
    assert abs(velocity_numeric(k_need) / v_inf - fraction) < 1e-6
    print(f"{100 * fraction:.0f}% of limit: E = {e_need:.3f} eV, "
          f"k = {k_need:.3f} 1/nm")
for n_cm in (1e19, 1e20, 1e21):
    kf = (3 * np.pi**2 * n_cm * 1e-21)**(1 / 3)
    ef, vf = energy_root(kf), velocity_numeric(kf)
    print(f"n = {n_cm:.0e} cm^-3: kF = {kf:.3f} 1/nm, EF = {ef:.4f} eV")
    print(f"  gamma = {gamma(kf):.4f} eV, 1+2 alpha EF = "
          f"{1 + 2 * alpha * ef:.4f}")
    print(f"  vF = {vf:.3e} cm/s, vF/v_inf = {vf / v_inf:.4f}, "
          f"parabolic v = {2 * H0 * kf / mass * TO_CMS:.3e} cm/s")
print("Neglected effects, for n = 1e20 cm^-3:")
print(f"Metal-metal spacing: {spacing:.2f} nm; hopping: {hopping:.3f} eV")
print(f"Chain zone boundary: {k_zone:.3f} 1/nm")
print(f"Chain peak velocity: {v_peak:.3e} cm/s = "
      f"{v_peak / v_inf:.3f} v_inf")
print(f"Chain peak at k = {peak.x:.2f} 1/nm, "
      f"E = {chain_energy(peak.x):.2f} eV")
chain_change = slope(chain_energy, k_f) * TO_CMS / v_f - 1
free_change = slope(with_free, k_f) * TO_CMS / v_f - 1
print(f"Finite band width changes vF by {100 * chain_change:.1f} %")
print(f"Free-electron term changes vF by {100 * free_change:.1f} %")
print(f"With that term v passes v_inf at k = {k_cross:.2f} 1/nm, "
      f"E = {with_free(k_cross):.2f} eV")
print(f"Temperature: {temperature:.0f} K; kT = {kt:.4f} eV; "
      f"kT/EF = {kt / e_f:.3f}")
print(f"Thermal smearing changes mean v by "
      f"{100 * (v_thermal / v_f - 1):.2f} %")
print(f"Mobility: {mobility:.0f} cm^2/Vs; transport mass: "
      f"{transport_mass:.4f} m0")
print(f"Scattering time: {tau * 1e15:.2f} fs; mean free path: "
      f"{free_path:.2f} nm")
print(f"kF times mean free path: {k_f * free_path:.2f}")
print(f"Energy broadening hbar/tau: {HBAR / tau:.3f} eV")
print(f"Shift of k by +1/path, -1/path changes v by "
      f"{100 * blur_up:.1f} %, {100 * blur_down:.1f} %")
print(f"Field: {field:.1f} MV/cm; low-field drift estimate: "
      f"{drift:.2e} cm/s")
print(f"Drift/vF: {drift / v_f:.4f}; drift/v_inf: {drift / v_inf:.4f}")
print(f"Energy gain over one free path: "
      f"{field * 0.1 * free_path:.4f} eV")
print(f"10% heavier axis changes v_inf by "
      f"{100 * (v_heavy / v_inf - 1):.2f} %")
print(f"Interband tunnelling factor: exp(-{tunnel_exponent:.0f})")
print("success")
```

Printed output:

```
Band-edge mass: 0.20 m0
Nonparabolicity alpha: 0.40 1/eV
Two-band gap 1/alpha: 2.50 eV
Limiting velocity: 1.0485e+08 cm/s
Limiting velocity, converted: 1.0485e+06 m/s
Two-band coupling P: 0.6901 eV nm
Deficit 1-v/v_inf at k = 60 1/nm: 4.554e-04; asymptotic law: 4.557e-04
50% of limit: E = 0.193 eV, k = 1.046 1/nm
90% of limit: E = 1.618 eV, k = 3.740 1/nm
99% of limit: E = 7.611 eV, k = 12.712 1/nm
n = 1e+19 cm^-3: kF = 0.667 1/nm, EF = 0.0819 eV
  gamma = 0.0846 eV, 1+2 alpha EF = 1.0656
  vF = 3.621e+07 cm/s, vF/v_inf = 0.3453, parabolic v = 3.858e+07 cm/s
n = 1e+20 cm^-3: kF = 1.436 1/nm, EF = 0.3452 eV
  gamma = 0.3928 eV, 1+2 alpha EF = 1.2761
  vF = 6.513e+07 cm/s, vF/v_inf = 0.6212, parabolic v = 8.312e+07 cm/s
n = 1e+21 cm^-3: kF = 3.094 1/nm, EF = 1.2240 eV
  gamma = 1.8232 eV, 1+2 alpha EF = 1.9792
  vF = 9.048e+07 cm/s, vF/v_inf = 0.8630, parabolic v = 1.791e+08 cm/s
Neglected effects, for n = 1e20 cm^-3:
Metal-metal spacing: 0.33 nm; hopping: 2.091 eV
Chain zone boundary: 9.520 1/nm
Chain peak velocity: 7.809e+07 cm/s = 0.745 v_inf
Chain peak at k = 2.98 1/nm, E = 1.09 eV
Finite band width changes vF by -3.4 %
Free-electron term changes vF by 8.8 %
With that term v passes v_inf at k = 2.63 1/nm, E = 1.07 eV
Temperature: 300 K; kT = 0.0259 eV; kT/EF = 0.075
Thermal smearing changes mean v by -0.06 %
Mobility: 30 cm^2/Vs; transport mass: 0.2552 m0
Scattering time: 4.35 fs; mean free path: 2.84 nm
kF times mean free path: 4.07
Energy broadening hbar/tau: 0.151 eV
Shift of k by +1/path, -1/path changes v by 13.1 %, -17.4 %
Field: 0.1 MV/cm; low-field drift estimate: 3.00e+06 cm/s
Drift/vF: 0.0461; drift/v_inf: 0.0286
Energy gain over one free path: 0.0284 eV
10% heavier axis changes v_inf by -4.65 %
Interband tunnelling factor: exp(-711)
success
```
